\section*{Mass-conserving string method for island nucleation from a strained wetting layer}

\section{The nucleation problem}

A thin strained film can lower its elastic energy by gathering material into islands, where the lattice relaxes sideways. Surface energy opposes the extra area, and the attraction between film and substrate opposes thinning of the layer between islands. A flat layer may therefore resist every small ripple and still have a higher energy than an island. To leave the flat state it must pass over a barrier, whose height and shape are sought here at fixed film volume.

Let $h(x,y)$ be the film height in a square periodic cell, with mean $h_0$. The film is coherent, its slopes are small, its thickness is small compared with lateral lengths, and film and substrate share the isotropic moduli $E,\nu$. The interface is flat. The equal biaxial misfit strain $\varepsilon$ gives a stress of magnitude $\sigma_0=E\varepsilon/(1-\nu)$; its sign will not matter.

\subsection{Elastic energy in Fourier space}

The uniform misfit energy is proportional to film volume and so stays constant. If the solid relaxes by a displacement $\mathbf v$, the prestress does work in the film. Integrating by parts over the periodic cell gives
\[
\sigma_0\!\int\! d^2x\!\int_0^h\!\nabla_\parallel\!\cdot\mathbf v\,dz
=-\int \mathbf t\cdot\mathbf v(h)\,d^2x,\qquad \mathbf t=\sigma_0\nabla h,
\]
because the derivative of the upper limit contributes $\mathbf v(h)\cdot\nabla h$. To leading order in slope, $\mathbf v$ is evaluated on a flat half-space. Adding its quadratic strain energy and minimizing leaves $-\tfrac12\int\mathbf t\cdot\mathbf v$.

Take $h=H\sin kx$, so that $t_x=\tau\cos kx$ with $\tau=\sigma_0kH$. The solid occupies $z<0$. The biharmonic stress function $\chi=-(\tau/k)ze^{kz}\sin kx$ gives
\begin{align*}
\sigma_{zz}&=\chi_{xx}=\tau kz\,e^{kz}\sin kx,\\
\sigma_{xz}&=-\chi_{xz}=\tau(1+kz)e^{kz}\cos kx,\\
\sigma_{xx}&=\chi_{zz}=-\tau(2+kz)e^{kz}\sin kx .
\end{align*}
At $z=0$ the normal traction vanishes and the shear traction is $t_x$. Plane strain then gives $\partial_xv_x=(1-\nu^2)\sigma_{xx}/E$, hence
\[
v_x=\frac{2(1-\nu^2)}{Ek}\,\tau\cos kx .
\]
The energy per area is $-\tfrac12\tau v_{x,\max}\langle\cos^2kx\rangle=-\tfrac12Sk\langle h^2\rangle$, where
\begin{equation}
S=\frac{2(1-\nu^2)\sigma_0^2}{E}. \label{S}
\end{equation}
By isotropy this holds for every direction of $\mathbf k$, and different modes do not couple. A separate variational solution of the half-space, using polynomials times decaying exponentials, reproduced the compliance in a test: the ratio was $1.0000000000$.

Let $|\nabla|$ multiply a Fourier mode by $k=|\mathbf k|$. With surface energy $\gamma$ and wetting energy $\Delta e^{-h/d}$, the energy relative to the flat film is
\begin{equation}
F=\int\left[\frac{\gamma}{2}|\nabla h|^2-\frac S2h|\nabla|h+\Delta\left(e^{-h/d}-e^{-h_0/d}\right)\right]d^2x. \label{F}
\end{equation}

\subsection{Scaling and stability}

Write $h=h_0+d\,u$, with $\int u=0$, and measure lateral length in units of $l=\gamma/S$. The area contributes $l^2$ and each lateral derivative $1/l$. The surface prefactor becomes $\gamma d^2$; the elastic one becomes $Sd^2l=\gamma d^2$. Thus $F=\gamma d^2\Phi$ with
\begin{align}
\Phi[u]&=\int\left[\tfrac12|\nabla u|^2-\tfrac12u|\nabla|u+a(e^{-u}-1+u)\right]d^2x,\label{Phi}\\
a&=\frac{\Delta}{\gamma}\left(\frac ld\right)^2e^{-h_0/d}.\label{a}
\end{align}
The added $u$ integrates to zero. For a given scaled cell, the barrier in units of $\gamma d^2$ depends on $a$ alone.

For small $u$, the wetting term is $au^2/2$, so a mode has stiffness
\[
k^2-k+a=\left(k-\tfrac12\right)^2+a-\tfrac14 .
\]
An infinite flat film is linearly stable for $a>1/4$. Since $a\propto e^{-h_0/d}$, the threshold thickness is $h_c=h_0+d\ln(4a)$.

\section{The conserved string}

A variation of \eqref{Phi} gives $\delta\Phi=\int\mu\,\delta u$ with
\begin{equation}
\mu=-\nabla^2u-|\nabla|u-ae^{-u}, \label{mu}
\end{equation}
up to a constant that cannot act on a zero-mean variation. A conserved descent is
\begin{equation}
\dot u_{\mathbf k}=-M_k\mu_{\mathbf k},\qquad M_0=0,\quad M_{k>0}>0. \label{flow}
\end{equation}
The film volume is constant, and $\dot\Phi$ is proportional to $-\sum M_k|\mu_{\mathbf k}|^2\le0$. At rest, every nonuniform component of $\mu$ vanishes. The stationary shapes are therefore independent of $M$.

The route between them does depend on $M$. A minimum-energy path is a curve $u(\alpha)$ along which $M\mu$ is parallel to $\partial_\alpha u$: it consists of steepest-descent curves in the metric defined by $M^{-1}$. Surface diffusion with constant surface mobility has $M\propto k^2$, since its flux is proportional to $-\nabla\mu$ and continuity supplies the second derivative. For a larger time step the main calculation uses
\begin{equation}
M_k=\frac{k^2}{1+6k^2+k^4}, \label{M}
\end{equation}
which approaches $k^2$ at small $k$. In a cell of width $16$ the longest mode has $k=2\pi/16=0.393$, where \eqref{M} is already about half of $k^2$. The path below is thus not the surface-diffusion path; its saddle is the same.

The end state is found by descending from a Gaussian mound of lower energy than the flat film. The string then starts as the straight line from $u=0$ to this island, with images $j=0,\ldots,30$, and repeats three operations:
\begin{enumerate}
\item Transform $u$ and $e^{-u}$, form $\mu_{\mathbf k}=(k^2-k)u_{\mathbf k}-a(e^{-u})_{\mathbf k}$, and move the interior images by $-\tau M_k\mu_{\mathbf k}$ with $\tau=1$.
\item Compute the arc length from the root-sum-square distance between neighbouring images.
\item Interpolate the images by a cubic spline to the arc fractions $(j/30)^2$.
\end{enumerate}
The quadratic spacing puts more images near the flat film, where the small nucleus lies. Redistribution moves images along the curve, so the curve comes to rest when the part of $M\mu$ normal to it vanishes. The spline forms linear combinations of zero-mean shapes and also conserves mass.

\subsection{Time-step condition}

Linearize the descent about a shape whose largest wetting stiffness is $w=a\max e^{-u}$. The decay rates are eigenvalues of $M^{1/2}\mathcal HM^{1/2}$, where $\mathcal H=-\nabla^2-|\nabla|+ae^{-u}$. Replacing $ae^{-u}$ by $w$ bounds them from above by
\[
\max_k\frac{k^4-k^3+wk^2}{1+6k^2+k^4}\le1\qquad(w\le6),
\]
because the numerator is then no larger than the denominator. A step $\tau=1$ multiplies a disturbance of rate $\lambda$ by $1-\lambda$, so no decaying mode changes sign. In the example below the film is thinnest at the island end of the path, where $u_{\min}=(1.466-2.25)/0.30=-2.61$ and $a=0.364$ give $w=5.0$. This bound covers the descent step, not the spline.

\subsection{Refining the saddle}

Let $u_*$ be a saddle and $\eta$ a small zero-mean error. Since $\mu_*$ is uniform, the linear term $\int\mu_*\eta$ vanishes:
\begin{equation}
\Phi[u_*+\eta]=\Phi[u_*]+\tfrac12\int\eta\,\mathcal H_*\eta+O(\eta^3). \label{quad}
\end{equation}
The barrier error is second order in the shape error. The highest point of the interpolated string is improved by Newton's method, with a multiplier $m$ for the mass constraint:
\begin{equation}
\begin{pmatrix}\mathcal H&-1\\ \langle\cdot\rangle&0\end{pmatrix}
\begin{pmatrix}\delta u\\ \delta m\end{pmatrix}
=-\begin{pmatrix}\mu-m\\ \langle u\rangle\end{pmatrix}. \label{newton}
\end{equation}
The first row linearizes $\mu=m$; the second enforces zero mean. Shapes even in $x$ and $y$ are used, which removes the two free translations.

Newton's method also converges to stationary shapes that are not barriers, so the Hessian must be examined in the full zero-mean space. A mountain pass has one negative direction. Because $M^{1/2}\mathcal HM^{1/2}$ is a congruence of $\mathcal H$ on that space, the number of negative directions does not depend on $M$.

\section{An analytic limit near threshold}

The saddle can be found by hand in a cell of side $4\pi$, whose longest modes have $k=1/2$. Put $s=a-1/4>0$, $X=x/2$, $Y=y/2$ and
\[
u=A\cos X+B\cos Y+D\cos X\cos Y+C_1\cos2X+C_2\cos2Y,
\]
where $D,C_1,C_2$ are of second order in $A,B$. The mixed mode has $k=1/\sqrt2$, with stiffness $q=3/4-1/\sqrt2=0.0429$ at threshold. The double harmonics have $k=1$ and stiffness $a$.

Expand $e^{-u}-1+u=u^2/2-u^3/6+u^4/24-\cdots$. To fourth order the cubic part is $-(a/2)\langle u_1^2u_2\rangle$, where $u_1$ contains $A,B$ and $u_2$ the remaining terms; $\langle u_1^3\rangle=0$. With $\langle\cos^4X\rangle=3/8$ and $\langle\cos^2X\cos^2Y\rangle=1/4$, the energy per area is
\begin{align*}
\phi={}&\tfrac s4(A^2+B^2)+\tfrac q8D^2+\tfrac a4(C_1^2+C_2^2)-\tfrac a4ABD\\
&-\tfrac a8(A^2C_1+B^2C_2)+\tfrac a{64}(A^4+B^4)+\tfrac a{16}A^2B^2 .
\end{align*}
Minimizing over the slaved amplitudes gives $D=aAB/q$, $C_1=A^2/4$ and $C_2=B^2/4$. The double harmonics contribute $-a(A^4+B^4)/64$, which cancels the direct quartic terms. The mixed mode contributes $-a^2A^2B^2/(8q)$. Setting $a=1/4$ in the quartic coefficient,
\begin{equation}
\phi=\frac s4(A^2+B^2)+GA^2B^2,\quad G=\frac1{64}-\frac1{128q}=-0.1665. \label{normal}
\end{equation}
For $A=B$, $d\phi/dA=sA+4GA^3=0$ gives $A^2=s/(4|G|)$ and
\begin{equation}
\phi_*=\frac{s^2}{8|G|}-\frac{s^2}{16|G|}=\frac{s^2}{16|G|}. \label{phistar}
\end{equation}
There $\phi_{AA}=\phi_{BB}=0$ and $\phi_{AB}=-s$. The curvatures are $-s$ for joint growth and $+s$ for growth of one ripple at the other's expense: one direction leads downhill.

At $s=2\times10^{-4}$ and $10^{-4}$, the Newton barrier divided by \eqref{phistar} times the area was $1.00375$ and $1.00188$. The deviation halves with $s$, and linear extrapolation gives $2(1.00188)-1.00375=1.00001$; agreement with one within $0.005$ was tested. The expansion requires $s\ll q$. The example below has $s=0.114$ and a different cell, so it needs the numerical saddle.

\section{Worked example}

Take $E=135$ GPa, $\nu=0.25$, $\varepsilon=1.0\%$, $\gamma=1.20$ J/m$^2$, $\Delta=0.10$ J/m$^2$, $d=0.30$ nm and $h_0=2.25$ nm. Then
\begin{align*}
\sigma_0&=135(0.010)/0.75=1.80\ \mathrm{GPa},\\
S&=2(0.9375)(1.80)^2/135=0.0450\ \mathrm{GPa},\\
l&=1.20/(4.50\times10^7)\ \mathrm m=26.67\ \mathrm{nm},\\
a&=(0.10/1.20)(26.67/0.30)^2e^{-7.5}=0.364 .
\end{align*}
The threshold is $h_c=2.25+0.30\ln(1.457)=2.363$ nm, so the film is linearly stable by $0.11$ nm. The energy unit $\gamma d^2$ is $0.674$ eV, and the cell width is $16l=427$ nm.

The critical barrier is $1.311\,\gamma d^2=0.884$ eV. Its parts are
\[
7.933_{\rm surface}-13.441_{\rm elastic}+6.391_{\rm wetting}=0.883\ \mathrm{eV}.
\]
The nucleus rises $0.72$ nm at its centre, while the thinnest film is still $2.16$ nm. It is a broad, shallow swelling with an excess volume of $9.8\times10^3$ nm$^3$; spread over the cell, this would be a layer of $0.054$ nm. Selected images show the route:
\begin{center}
\begin{tabular}{ccc}
arc fraction & peak rise (nm) & energy (eV)\\
0.010 & 0.07 & 0.050\\
0.040 & 0.35 & 0.520\\
0.090 & 0.87 & 0.802\\
0.160 & 1.62 & $-2.29$\\
0.640 & 6.97 & $-122.6$\\
1.000 & 11.68 & $-193.7$
\end{tabular}
\end{center}
The pass lies within the first tenth of the path. Most of the path describes growth of an island that is already supercritical, while the surrounding film thins to $1.47$ nm.

\subsection{Numerical errors}

The string maximum was $0.8834$ eV before Newton refinement. A second mobility, $1/(8+k^2)$ for $k>0$, gave $0.8835$ eV. Both agree with the refined barrier well within the tested $3\%$. The numbers of negative directions for film, saddle and island were $0,1,0$, as required.

The path itself was tested against steepest descent started on either side of the saddle. The largest distance of an image from that curve was $0.22\%$, relative to the larger of the image norm and the saddle norm. Refining the grid from $32^2$ to $48^2$ points changed the saddle energy by less than $10^{-5}\%$ and the island energy by $0.0002\%$. The largest error in mean height on the string was $7\times10^{-12}$ nm.

These results establish a locally minimal path with one island per cell. They do not exclude a lower path through another shape, such as a long ridge.

\subsection{Sensitivity to the parameters}

When a parameter changes, the saddle shape changes too, but by \eqref{quad} this has no first-order effect on the barrier $B$. The explicit dependence of \eqref{F} remains:
\begin{equation}
\frac{dB}{d\ln S}=F_{\rm elastic},\qquad
\frac{dB}{dh_0}=-\frac{F_{\rm wetting}}d. \label{sens}
\end{equation}
The second relation follows from $da/dh_0=-a/d$. Cell width and the other parameters are held fixed in physical units. To first order, a $1\%$ increase in $S$ lowers the barrier by $0.134$ eV, or $15\%$ (the finite change is $0.126$ eV); recomputed saddles confirmed the first relation within the tested $1\%$. This amplification arises because $B$ is a small remainder of large, opposing terms.

The thickness slope is $-6.391/0.30=-21$ eV/nm. In the same cell, the barrier is $2.52$ eV at $2.20$ nm and $0.20$ eV at $2.30$ nm. Their mean slope, $-23$ eV/nm, differs somewhat from the local derivative. A constant curvature would give no difference, since $2.25$ nm is the midpoint of the interval; the curvature itself changes with thickness. A tenth of a nanometre, less than one atomic layer, changes the barrier by more than a factor of ten.

At fixed $h_0$, widening the cell to $533$ nm lowers the barrier to $0.782$ eV. This changes both the material supply and the elastic interaction between periodic islands, so it does not separate the two effects. The isolated-island limit has not been reached: the barrier keeps falling, to about $0.69$ eV at $853$ nm and $0.67$ eV at $1067$ nm, so the value $0.884$ eV lies more than $0.2$ eV above the large-cell barrier.

\section{Model error and the real case}

The parameters are rough values in the regime of silicon-rich silicon-germanium films on silicon. Real films have cubic elasticity, facets, atomic steps and alloy segregation. The surface energy used here, quadratic in slope, assumes that the flat film is not a facet. On a facet each atomic step costs an energy proportional to its length, and even this shallow nucleus would need several steps; its barrier could then be very different. With rough cubic constants $C_{11},C_{12},C_{44}=165,64,80$ GPa, the mean of $S$ along $\langle100\rangle$ and $\langle110\rangle$ is $0.835$ of the isotropic value. By \eqref{sens} this would add $13.44\ln(1/0.835)=2.4$ eV, nearly three times the barrier itself, so the first-order estimate cannot be relied on. Equation \eqref{a} gives $a\propto S^{-2}e^{-h_0/d}$, so the threshold moves up by $-2d\ln0.835=0.11$ nm. The same barrier is recovered if the film is thicker by this amount and the cell wider by $1/0.835$. Likewise, doubling the poorly known $\Delta$ raises the threshold by $d\ln2=0.21$ nm. The barrier at a stated thickness is therefore not a prediction for a particular film. Nor need a real film cross such a barrier: low-misfit silicon-germanium films observed during growth develop islands continuously from ripples, which in this model corresponds to $h_0>h_c$. The barrier applies only to a film held below the threshold.

The remaining angular variation of $S$ is $\pm5.4\%$ about its mean. With the cell along the cube axes and the saddle shape held fixed, it changes the barrier by $-0.05$ eV; when the saddle is allowed to relax, the change is about $-0.12$ eV, so the fixed-shape value understates it. The largest saddle slope is $0.009$, and the surface energy omitted by the small-slope form is $-10^{-4}$ eV. The next elastic order, estimated as slope times elastic energy, is $0.12$ eV; this is neither a bound nor a calculated correction. For the island the slope reaches $0.18$ and the omitted surface energy is $-12$ eV, so the small-slope form is much less accurate there than at the pass.

At $900$ K, $k_BT=0.0776$ eV and the barrier is $11.4\,k_BT$. A nucleation rate would also need a kinetic prefactor. Equipartition in the flat film gives
\[
\langle u^2\rangle=\frac{k_BT}{\gamma d^2A_{\rm c}}\sum_{\mathbf k\ne0}\frac1{k^2-k+a},
\]
where $A_{\rm c}$ is the scaled cell area. On the grid's resolved scales the rms roughness is $0.10$ nm. For Gaussian fluctuations $\langle e^{-u}\rangle=e^{\langle u^2\rangle/2}$, which multiplies the wetting energy by the same factor as thinning the film by $d\langle u^2\rangle/2=0.016$ nm. By \eqref{sens} this corresponds to about $+0.35$ eV in the barrier, a substantial correction. It is not a shift of the linear threshold. With $\lambda_{\mathbf q}=q^2-q+a$, the cubic term $-au^3/6$ lowers the stiffness of a small ripple $\mathbf k$ by $\frac{a^2k_BT}{2\gamma d^2A_{\rm c}}\sum_{\mathbf q}(\lambda_{\mathbf q}\lambda_{\mathbf k-\mathbf q})^{-1}$, which is of the same order in $k_BT$, and for the longest modes of this cell it nearly cancels the increase $a\langle u^2\rangle/2$. The barrier figure needs its own caution. It is an estimate: the sum grows logarithmically as shorter wavelengths are included, so carrying it down to atomic scales makes the correction larger still, and other entropy changes are omitted.

Coherence can also fail. For a $60^\circ$ misfit dislocation with Burgers length $b=0.38$ nm, equate the isotropic line energy, with a rough core constant of one, to the strain relief $\sigma_0hb/2$:
\[
h=\frac{b(1-\nu/4)}{4\pi(1+\nu)\varepsilon}\left[\ln\frac hb+1\right].
\]
The solution with $h>b$, where the line energy has a meaning, is $9.6$ nm. The nucleus has a total height of $2.97$ nm, well below this uniform-film estimate; the final island, at $13.9$ nm, is above it. The coherent model is thus better founded at the pass than at the end of the path. The complete numerical output follows.

\section*{Numbers as computed}
\begin{verbatim}
Young modulus 135 GPa; Poisson ratio 0.25; misfit 1.0 %
surface energy 1.20 J/m2; wetting amplitude 0.10 J/m2
wetting decay length 0.30 nm; mean thickness 2.25 nm
misfit stress 1.800 GPa
elastic coefficient S 45.00 MPa
lateral unit 26.67 nm; energy unit 0.6741 eV
scaled wetting curvature a 0.3642 (dimensionless)
linear stability threshold thickness 2.363 nm
periodic cell width 426.7 nm; grid 32 x 32
half-space compliance / formula 1.0000000000
amplitude quartic coefficient -0.166513 (dimensionless)
near-threshold barrier ratios 1.00375, 1.00188
critical barrier 1.3107 scaled; 0.8835 eV
string barrier, diffusion-like mobility 0.8834 eV
string barrier, second mobility 0.8835 eV
negative directions flat/saddle/island 0/1/0
largest relative string-to-descent distance 0.223 %
largest mean-height error on string 6.6e-12 nm
saddle energy grid change 0.00000 %
island energy grid change 0.0002 %
saddle surface/elastic/wetting 7.933/-13.441/6.391 eV
saddle peak rise 0.716 nm; thinnest film 2.158 nm
island peak rise 11.684 nm; thinnest film 1.466 nm
island energy relative to flat film -193.66 eV
critical nucleus excess volume 9845 nm3
path  0: arc 0.000; peak 0.000 nm; energy 0.000 eV
path  3: arc 0.010; peak 0.071 nm; energy 0.050 eV
path  6: arc 0.040; peak 0.350 nm; energy 0.520 eV
path  9: arc 0.090; peak 0.870 nm; energy 0.802 eV
path 12: arc 0.160; peak 1.615 nm; energy -2.288 eV
path 18: arc 0.360; peak 3.765 nm; energy -36.729 eV
path 24: arc 0.640; peak 6.966 nm; energy -122.647 eV
path 30: arc 1.000; peak 11.684 nm; energy -193.656 eV
barrier at thickness 2.20 nm: 2.5224 eV
barrier at thickness 2.30 nm: 0.1965 eV
barrier in 533.3 nm cell: 0.7822 eV
maximum slope saddle/island 0.0090/0.1797
neglected surface slope energy saddle/island -0.00011/-12.353 eV
estimated next elastic order at saddle 0.1204 eV
barrier change for +1 % in S -0.1344 eV
rough cubic constants 165, 64, 80 GPa
cubic mean S / isotropic S 0.8349
cubic angular modulation 5.375 %; barrier shift -0.04757 eV
temperature 900 K; thermal energy 0.07756 eV
barrier / thermal energy 11.39
thermal rms roughness on resolved scales 0.0994 nm
estimated thermal threshold shift 0.0165 nm
Burgers length 0.38 nm; dislocation balance thickness 9.59 nm
\end{verbatim}
